# Silicon's Conduction-Band Density of States and the Conductivity-Mass Error

## Question

The conduction band of silicon has six equivalent minima (valleys), two on each cube axis. Near a minimum the energy above the band edge $E_c$ is

$$
E(\mathbf k)=\frac{\hbar^2k_l^2}{2m_l}+\frac{\hbar^2(k_{t1}^2+k_{t2}^2)}{2m_t},
$$

where $\mathbf k$ is measured from the minimum, $k_l$ lies along the valley's cube axis, and $k_{t1},k_{t2}$ are perpendicular to it. Take the rough typical values $m_l=0.92\,m_0$ and $m_t=0.19\,m_0$, with $m_0$ the free-electron mass. The temperature is $T=300$ K, so $k_BT=25.85$ meV. For one spherical valley of mass $m_0$,

$$
N_0=2\left(\frac{m_0k_BT}{2\pi\hbar^2}\right)^{3/2}=2.509\times10^{19}\ \mathrm{cm^{-3}} .
$$

## (a) The effective density of states

**For a Fermi level $E_F$ several $k_BT$ below $E_c$, the electron density has the form $n=N_c\,e^{-(E_c-E_F)/k_BT}$. Derive $N_c$ and evaluate it.**

*Model answer.* A unit volume of crystal has $d^3k/(2\pi)^3$ orbital states in $d^3k$, each holding two spins. With $E_F$ well below the band, the Fermi function reduces to the Boltzmann factor $e^{-(E_c+E-E_F)/k_BT}$. The part that does not depend on $\mathbf k$ comes out of the integral, leaving

$$
N_c=2\sum_{\rm valleys}\int\frac{d^3k}{(2\pi)^3}\,e^{-E(\mathbf k)/k_BT}.
$$

The integrand is small beyond a few $k_BT$, so the integration may be extended over all $\mathbf k$. Since $E$ is a sum of three squares, the integral is a product of three Gaussians. From $\int e^{-ak^2}dk=\sqrt{\pi/a}$ with $a=\hbar^2/(2mk_BT)$, each contributes $\sqrt{2\pi mk_BT}/\hbar$. One valley therefore gives

$$
\frac{2}{(2\pi)^3}\,\frac{(2\pi k_BT)^{3/2}}{\hbar^3}\sqrt{m_lm_t^2}
=2\left(\frac{k_BT}{2\pi\hbar^2}\right)^{3/2}\sqrt{m_lm_t^2}.
$$

The orientation of the ellipsoid does not enter, so the six valleys contribute equally:

$$
N_c=12\left(\frac{k_BT}{2\pi\hbar^2}\right)^{3/2}\sqrt{m_lm_t^2}
=6N_0\sqrt{\frac{m_lm_t^2}{m_0^3}} .
$$

The square root is $\sqrt{0.92\times0.19^2}=0.1822$, so

$$
N_c=6\times2.509\times10^{19}\times0.1822\ \mathrm{cm^{-3}}
=2.74\times10^{19}\ \mathrm{cm^{-3}} .
$$

Summing the Boltzmann factor directly over a grid of $\mathbf k$ points in all six valleys gives $2.7439\times10^{19}\ \mathrm{cm^{-3}}$, in agreement with the formula to all printed digits. This confirms the integration, not the parabolic band itself.

## (b) The mass that counts states

**Find the mass $m_d$ of a single spherical valley that has the same density of states as the six ellipsoids.**

*Model answer.* The surface of energy $E$ is an ellipsoid with semi-axes $\sqrt{2m_lE}/\hbar$, $\sqrt{2m_tE}/\hbar$ and $\sqrt{2m_tE}/\hbar$. Its volume is $4\pi/3$ times their product. The number of states per volume below $E$, for two spins and six valleys, is thus

$$
\frac{12}{(2\pi)^3}\,\frac{4\pi}{3}\,\frac{(2E)^{3/2}}{\hbar^3}\sqrt{m_lm_t^2}.
$$

For one sphere of mass $m_d$ it is

$$
\frac{2}{(2\pi)^3}\,\frac{4\pi}{3}\,\frac{(2m_dE)^{3/2}}{\hbar^3}.
$$

Equating the two gives $m_d^{3/2}=6\sqrt{m_lm_t^2}$, or

$$
m_d=6^{2/3}m_1,\qquad m_1=(m_lm_t^2)^{1/3}.
$$

Here $m_1=0.321\,m_0$ is the density-of-states mass of one valley, and $m_d=1.06\,m_0$ describes all six. The valley number may stand in the mass or in a prefactor, but using $m_d$ together with a prefactor 6 would count the valleys twice.

## (c) The mass that carries current

**Assume equally populated valleys and one scattering time $\tau$, the same for all electrons. Find the mass $m_c$ that relates the mean drift velocity to a weak force $\mathbf F$.**

*Model answer.* In the steady state the Boltzmann equation reads

$$
\frac{\mathbf F}{\hbar}\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau}.
$$

To first order in $\mathbf F$, $f$ may be replaced by the equilibrium distribution $f_0$ on the left, so that

$$
f\simeq f_0-\delta\mathbf k\cdot\nabla_{\mathbf k}f_0\simeq f_0(\mathbf k-\delta\mathbf k),
\qquad \delta\mathbf k=\frac{\mathbf F\tau}{\hbar}.
$$

Every valley's distribution is displaced by the same $\delta\mathbf k$. The velocity is $v_i=\hbar^{-1}\partial E/\partial k_i=\hbar k_i/m_i$, and its mean in one valley is $\hbar\,\delta k_i/m_i$. Because the masses differ, this velocity is in general not parallel to the force.

A given cube axis is longitudinal for two valleys and transverse for four. Averaging over the six gives, for each component,

$$
\langle v_i\rangle=\hbar\,\delta k_i\,\frac16\left(\frac{2}{m_l}+\frac{4}{m_t}\right)
\equiv\frac{\hbar\,\delta k_i}{m_c},\qquad
m_c=\frac{3}{1/m_l+2/m_t}.
$$

The coefficient is the same for all three components, so the total response is isotropic. Numerically,

$$
m_c=\frac{3\,m_0}{1/0.92+2/0.19}=0.258\,m_0 .
$$

Conduction averages inverse masses, which gives weight to the light directions. State counting takes the product of the masses, because that product fixes the volume of the ellipsoid.

## (d) The error in $N_c$

**Replace the correct mass by $m_c$, (i) keeping six valleys and (ii) treating the band as one valley. Find the factor by which $N_c$ changes, show the sign of the error for any anisotropy, and evaluate both cases.**

*Model answer.* A spherical valley has a density of states proportional to mass$^{3/2}$, so case (i) multiplies $N_c$ by $R=(m_c/m_1)^{3/2}$. With $r=m_l/m_t$,

$$
m_c=m_t\,\frac{3r}{1+2r},\qquad m_1=m_t\,r^{1/3},
$$

$$
R=\left(\frac{3r}{1+2r}\right)^{3/2}r^{-1/2}
=r\left(\frac{3}{1+2r}\right)^{3/2}.
$$

The logarithmic derivative gives the sign of the error:

$$
\frac{d\ln R}{dr}=\frac1r-\frac{3}{1+2r}=\frac{1-r}{r(1+2r)}.
$$

$R$ rises up to $r=1$, where it equals 1, and falls beyond. The conductivity mass therefore underestimates $N_c$ for every $r\ne1$. For $r=1+\varepsilon$ with small $\varepsilon$, the derivative is about $-\varepsilon/3$, so $R\simeq1-\varepsilon^2/6$: weak anisotropy does little harm. For $r\gg1$, $R\simeq(3/2)^{3/2}r^{-1/2}$, which tends to zero.

For silicon $r=4.84$ and $R=0.720$. Relative to the correct parabolic value:

- (i) $N_c=0.720\times2.74\times10^{19}=1.98\times10^{19}\ \mathrm{cm^{-3}}$, an error of $-28\%$.
- (ii) The factor is $R/6=0.120$, so $N_c=3.29\times10^{18}\ \mathrm{cm^{-3}}$, an error of $-88\%$.

In case (ii) the result is too small by a factor $8.33=6\times1.388$. The larger part comes from the lost valleys, the smaller from the wrong average of the masses.

## (e) The error in the Fermi level

**The electron density is $n=10^{16}\ \mathrm{cm^{-3}}$. Find $E_c-E_F$ with the correct $N_c$ and with both wrong values.**

*Model answer.* Solving the density formula for the Fermi level gives $E_c-E_F=k_BT\ln(N_c/n)$. With the correct value,

$$
E_c-E_F=25.85\ \mathrm{meV}\times\ln(2744)=204.7\ \mathrm{meV}.
$$

The wrong values give 196.2 meV in case (i) and 149.9 meV in case (ii). At fixed $n$ and $T$, the distance is too small by

$$
k_BT\ln\frac1R=8.5\ \mathrm{meV},\qquad k_BT\ln\frac6R=54.8\ \mathrm{meV}.
$$

These shifts do not depend on $n$ while Boltzmann statistics holds. The logarithm makes the first error look harmless, at 4% of $E_c-E_F$. If $E_F$ is held fixed instead, the density inherits the full error of $-28\%$ or $-88\%$.

## (f) Donor ionization and freeze-out

**The electrons come from $N_D=10^{16}\ \mathrm{cm^{-3}}$ donors with a level $\varepsilon_D=45$ meV below $E_c$ and degeneracy $g=2$. There are no acceptors. Find the neutral fraction at 300 K, and the effect of a wrong $N_c$ there and in strong freeze-out.**

*Model answer.* The ratio of neutral to ionized donors is $g\,e^{(E_F-E_c+\varepsilon_D)/k_BT}$. Part (a) gives $e^{(E_F-E_c)/k_BT}=n/N_c$. With holes neglected, neutrality requires the ionized density to equal $n$, so

$$
\frac{N_D-n}{n}=bn,\qquad b=\frac{g}{N_c}\,e^{\varepsilon_D/k_BT}.
$$

The positive root of $bn^2+n-N_D=0$ is

$$
n=\frac{-1+\sqrt{1+4bN_D}}{2b}.
$$

It leaves 0.41% of the donors neutral, which justifies $n\simeq N_D$ in part (e). When $bN_D\ll1$ the neutral fraction is about $bN_D$, proportional to $1/N_c$. The wrong masses raise it to roughly 0.6% in case (i) and 3% in case (ii).

A typical shallow donor in silicon has twelve $1s$ states, from six valleys and two spins, and most lie above the ground level. Placing all twelve at 45 meV overestimates their occupation and gives 2.4% neutral donors. With levels typical of phosphorus (two states at 45.6, six at 33.9 and four at 32.6 meV) the $1s$ states give 1.7%, four times the $g=2$ value. Higher donor levels are left out of both estimates; they would add neutral donors, so 2.4% is not an upper bound on the total neutral fraction.

In strong freeze-out $bN_D\gg1$, and the quadratic reduces to $bn^2\simeq N_D$:

$$
n\simeq\sqrt{\frac{N_DN_c}{g}}\;e^{-\varepsilon_D/2k_BT}.
$$

For fixed $N_D$, $T$, $g$ and $\varepsilon_D$, the density now changes by $\sqrt R=0.85$ in case (i) and $\sqrt{R/6}=0.35$ in case (ii). With $g=2$ the mass error changes $n$ by less than 3% at 300 K even in case (ii); with the phosphorus $1s$ levels that change is about 10%, and with all twelve states at 45 meV it is 13%. In strong freeze-out the error reappears as $-15\%$ or $-65\%$. For this doping and $g=2$ the limit is reached near 50 K and below; at 77 K, $bN_D\approx5$ and the ratios are still 0.88 and 0.40. Compensating acceptors would change this square-root law.

## (g) How far can the value of $N_c$ be trusted?

**Estimate the corrections from Fermi statistics, from a nonparabolic band $E(1+\alpha E)=\gamma(\mathbf k)$ with $\alpha=0.5\ \mathrm{eV^{-1}}$, and from a change of $m_t$ with temperature. Here $\gamma$ is the parabolic expression for the energy.**

*Model answer.* Let $\eta=(E_F-E_c)/k_BT$ and $x=E/k_BT$. For $\eta<0$ the Fermi function expands as $e^{\eta-x}-e^{2(\eta-x)}+\dots$. The factor $e^{-2x}$ is a Boltzmann factor at half the temperature, so its integral is smaller by $2^{-3/2}$:

$$
n\simeq N_c\,e^\eta\left(1-\frac{e^\eta}{2^{3/2}}\right).
$$

With $e^\eta\simeq n/N_c$, the density at given $E_F$ is lowered by 0.013%, which is negligible here.

In the nonparabolic band the number of states below $E$ is proportional to $\gamma^{3/2}$. Its derivative is proportional to $\gamma^{1/2}(1+2\alpha E)$, which to first order in $\alpha$ is

$$
\sqrt E\left(1+\tfrac12\alpha E\right)(1+2\alpha E)\simeq\sqrt E\left(1+\tfrac52\alpha E\right).
$$

The mean of $E$ with weight $\sqrt E\,e^{-E/k_BT}$ is $\tfrac32k_BT$. Hence $N_c$ rises by $\tfrac{15}{4}\alpha k_BT=4.8\%$; the full integral gives 4.9%.

At fixed $m_l$, $N_c$ is proportional to $m_t$. If 0.19 is taken as the low-temperature value and $m_t$ is assumed to vary inversely with the gap, which shrinks from about 1.17 to 1.12 eV, then $N_c$ rises by a further 4.5%. This scaling is an empirical assumption, not a result of the model.

The ellipsoids also fail where neighbouring valleys merge, roughly 0.13 eV above the minimum. In the parabolic model 1.8% of the electrons lie higher than that. Most of these are far from the zone face where the valleys meet: only about 0.08% of the electrons lie beyond it in the parabolic model. The 1.8% is thus a generous ceiling on the share affected by the merging, not the resulting error in $N_c$.

For real silicon at 300 K, $N_c$ is roughly $3\times10^{19}\ \mathrm{cm^{-3}}$. The parabolic result is therefore of the right size but should be trusted to no better than about 10%, while the errors of 28% and 88% stand clear of that uncertainty. The chosen doping is moderate and the donor depth is typical of a shallow donor. Heavily doped contacts, with $n$ near $10^{20}\ \mathrm{cm^{-3}}$, exceed $N_c$; there the Boltzmann formula fails and the full Fermi integral is needed. A device running at 400 K has $N_c$ larger by $(400/300)^{3/2}=1.54$ at fixed masses, so using the 300 K value there costs more than the mass error of case (i).

## Computed results

```
INPUTS (rough typical silicon values)
temperature                         300 K
thermal energy kT                   25.852 meV
longitudinal mass ml                0.92 m0
transverse mass mt                  0.19 m0
donor density = electron density    1.0e+16 cm^-3
donor depth                         45 meV
nonparabolicity alpha               0.5 1/eV
gap near 0 K                        1.17 eV
gap at 300 K                        1.12 eV
valley merging energy               0.13 eV
MASSES AND DENSITIES OF STATES
Nc for one valley of mass m0        2.5094e+19 cm^-3
sqrt(ml mt^2)                       0.18224 m0^1.5
one-valley DOS mass                 0.3214 m0
six-valley DOS mass                 1.0614 m0
conductivity mass                   0.2583 m0
Nc, formula                         2.7439e+19 cm^-3
Nc, explicit k sum                  2.7439e+19 cm^-3
Nc, mc in six valleys               1.9768e+19 cm^-3
Nc, mc in a single valley           3.2947e+18 cm^-3
ERROR FROM THE CONDUCTIVITY MASS
anisotropy r = ml/mt                4.8421 (no unit)
factor R, six valleys kept          0.7204 (no unit)
factor R/6, valleys forgotten       0.1201 (no unit)
relative error, six valleys         -27.96 %
relative error, single valley       -87.99 %
true/wrong Nc, six valleys          1.388 (no unit)
true/wrong Nc, single valley        8.328 (no unit)
Ec - EF, correct Nc                 204.67 meV
Ec - EF, mc in six valleys          196.20 meV
Ec - EF, mc in a single valley      149.88 meV
Ec - EF too small, six valleys      8.48 meV
Ec - EF too small, single valley    54.80 meV
NEGLECTED EFFECTS
Fermi statistics lowers n by        0.0129 %
nonparabolicity raises Nc by        4.90 %
first-order nonparabolic estimate   4.85 %
warm transverse mass, estimate      0.1985 m0
warm transverse mass raises Nc by   4.46 %
electrons above merging energy      1.81 %
neutral donors, degeneracy 2        0.41 %
neutral donors, degeneracy 12       2.38 %
hole/electron ratio, taking Nv = Nc 1e-12 (no unit)
```
